# The response of a damped, driven oscillator coupled to an undamped one

## Problem

Two oscillators of unit mass have displacements $x_1$ and $x_2$. The first is damped and driven. The second is undamped and is moved through the coupling alone. In atomic units,

$$\ddot x_1+\gamma\dot x_1+\omega_1^2x_1+\kappa x_2=f\cos\omega t,$$
$$\ddot x_2+\omega_2^2x_2+\kappa x_1=0,$$

with $\gamma>0$, $\omega>0$ and $0<\kappa<\omega_1\omega_2$. The coupling is weak, in a sense to be made precise.

(a) How does the steady oscillation of $x_1$ behave when $\omega$ passes through $\omega_2$? Does it vanish at any driving frequency?

(b) Find the line shape of $|x_1|^2$ near $\omega_2$, its width and its asymmetry.

(c) Where near $\omega_2$ is the response largest, and how large is it?

(d) Evaluate the results for $\hbar\omega_1=5.0$ eV, $\hbar\omega_2=5.6$ eV, $\hbar\gamma=1.0$ eV, $\hbar^2\kappa=1.0$ eV², the electron mass and $f=0.01$ eV/Å. These are round model values.

## A tempting solution

Write $x_j=\mathrm{Re}[X_je^{-i\omega t}]$. Each time derivative becomes a factor $-i\omega$, so that

$$DX_1+\kappa X_2=f,\qquad D=\omega_1^2-\omega^2-i\gamma\omega, \tag{1}$$
$$(\omega_2^2-\omega^2)X_2+\kappa X_1=0. \tag{2}$$

Since the coupling is weak, start from the uncoupled response $X_1^0=f/D$. By (2) it sets the second oscillator moving with $X_2\approx-\kappa X_1^0/(\omega_2^2-\omega^2)$. Put this back into (1) to find the reaction on the first:

$$X_1\approx X_1^0\,(1+r),\qquad r=\frac{\kappa^2}{D(\omega_2^2-\omega^2)}.$$

Near $\omega_2$ the term $r$ dominates and grows as $1/(\omega_2-\omega)$. The conclusion is that $|X_1|^2$ has a tall, symmetric peak centred at $\omega_2$, whose height is limited only by whatever friction the second oscillator may have.

## Where it fails

The amplitude that drives oscillator 2 was taken to be $X_1^0$, but it is the true $X_1$, which includes the reaction. Repeating the substitution gives $1+r+r^2+\dots$, a geometric series that converges only for $|r|<1$. The tempting solution keeps two terms of it where $|r|$ is large.

No series is needed. For $\omega\ne\omega_2$, equation (2) gives $X_2=-\kappa X_1/(\omega_2^2-\omega^2)$ with the true $X_1$. Inserting this in (1) and dividing by $D$,

$$X_1(1-r)=X_1^0,\qquad X_1=\frac{X_1^0}{1-r}. \tag{3}$$

For small $r$ this agrees with $1+r$. As $\omega\to\omega_2$, however, $|r|\to\infty$ and $X_1\to0$. The predicted divergence sits where the true response disappears.

## Solution

### (a) The zero

At $\omega=\omega_2$ the first term of (2) is absent and $\kappa X_1=0$. Equation (1) then fixes the other amplitude:

$$X_1=0,\qquad X_2=\frac f\kappa\qquad(\omega=\omega_2).$$

No approximation was made, so the zero stays at $\omega_2$ for every allowed $\kappa$. Oscillator 2 moves in phase with the drive, and its force on oscillator 1, $-\kappa X_2=-f$, cancels the drive. Oscillator 1 stands still because two forces balance.

To look for other zeros, write (3) as

$$X_1=\frac{f(\omega_2^2-\omega^2)}{D(\omega_2^2-\omega^2)-\kappa^2}. \tag{4}$$

The denominator has imaginary part $-\gamma\omega(\omega_2^2-\omega^2)$, which for $\omega>0$ vanishes only at $\omega_2$. There the denominator equals $-\kappa^2\neq0$. It is therefore never zero, and $\omega_2$ is the only positive frequency at which $X_1$ vanishes.

The steady state is reached because every free motion dies out. The energy obeys $\dot E=-\gamma\dot x_1^2$, so a free oscillation that persisted would need constant $x_1$. The first equation of motion without drive would then make $x_2$ constant too, and two constants satisfy both equations only if they are zero, since $\kappa^2\ne\omega_1^2\omega_2^2$. The condition $\kappa<\omega_1\omega_2$ makes the potential energy positive, which excludes growing motion.

### (b) The line shape

Set $A=\omega_1^2-\omega^2$ and $B=\gamma\omega$, so that $D=A-iB$ and $1/D=(A+iB)/|D|^2$. Taking $f/D$ out of (4),

$$X_1=X_1^0\,\frac{\omega_2^2-\omega^2}{\omega_2^2-\omega^2-\kappa^2A/|D|^2-i\kappa^2B/|D|^2}.$$

Let $W=\kappa^2B/|D|^2$, which is positive. Take the squared modulus, and reverse the sign inside both real squares:

$$|X_1|^2=|X_1^0|^2\frac{(\omega^2-\omega_2^2)^2}{(\omega^2-\omega_2^2+\kappa^2A/|D|^2)^2+W^2}.$$

Now divide numerator and denominator by $W^2$ and define

$$E=\frac{\omega^2-\omega_2^2+\kappa^2A/|D|^2}{W},\qquad Q=-\frac AB=\frac{\omega^2-\omega_1^2}{\gamma\omega}.$$

Since $(\kappa^2A/|D|^2)/W=A/B=-Q$, we have $(\omega^2-\omega_2^2)/W=E+Q$, and

$$|X_1|^2=|X_1^0|^2\,\frac{(Q+E)^2}{1+E^2}. \tag{5}$$

This is an identity at all positive frequencies. It becomes a line shape with constant parameters when the slowly varying quantities $D$, $B$ and $Q$ are replaced by their values at $\omega_2$. Let $D_2=D(\omega_2)$ and

$$q=Q(\omega_2)=\frac{\omega_2^2-\omega_1^2}{\gamma\omega_2}.$$

Close to $\omega_2$, $\omega^2-\omega_2^2=(\omega-\omega_2)(\omega+\omega_2)\approx2\omega_2(\omega-\omega_2)$. With $W(\omega_2)=\omega_2\Gamma$, where

$$\Gamma=\frac{\kappa^2\gamma}{|D_2|^2}=\frac{\kappa^2\gamma}{(\omega_1^2-\omega_2^2)^2+\gamma^2\omega_2^2}, \tag{6}$$

the variable $E$ becomes

$$\varepsilon=\frac{2\omega_2(\omega-\omega_2)}{\omega_2\Gamma}-q=\frac{\omega-\omega_r}{\Gamma/2},\qquad \omega_r=\omega_2+\frac{q\Gamma}2.$$

The result is the Fano profile,

$$|X_1|^2\approx|X_1^0(\omega_2)|^2\,\frac{(q+\varepsilon)^2}{1+\varepsilon^2}. \tag{7}$$

Its zero, $\varepsilon=-q$, lies at $\omega_r-q\Gamma/2=\omega_2$, so the approximation has kept the zero in place. Because $\omega_1^2-\omega_2^2=-q\gamma\omega_2$, we also have $|D_2|^2=\gamma^2\omega_2^2(1+q^2)$ and

$$\Gamma=\frac{\kappa^2}{\gamma\omega_2^2(1+q^2)}.$$

**Meaning of $q$.** Write $X_1^0=|X_1^0|e^{i\varphi}$. From $1/D\propto A+iB$, $\cot\varphi=A/B$, so $q=-\cot\varphi$ at $\omega_2$. The asymmetry records the phase lag of the broad oscillator behind the drive at the frequency of the narrow mode.

**Meaning of $\Gamma$.** Let oscillator 2 swing freely with amplitude $a$ near $\omega_2$. It forces oscillator 1 to an amplitude $\kappa a/|D_2|$, where the mean power lost is $\tfrac12\gamma\omega_2^2\kappa^2a^2/|D_2|^2$. For weak coupling the stored energy is nearly $\tfrac12\omega_2^2a^2$. The ratio of the two is $\gamma\kappa^2/|D_2|^2=\Gamma$. The narrow mode has no friction of its own and loses energy at the rate $\Gamma$ through its partner.

The free motion confirms this. Without a drive, (1) and (2) require $D(\omega_2^2-\omega^2)=\kappa^2$ with complex $\omega$. Using $D\approx D_2$ and $\kappa^2/D_2=\omega_2\Gamma(-q+i)$,

$$\omega^2\approx\omega_2^2+\omega_2\Gamma(q-i),\qquad \omega\approx\omega_2+\frac\Gamma2(q-i)=\omega_r-\frac{i\Gamma}2.$$

The amplitude decays as $e^{-\Gamma t/2}$ and the energy as $e^{-\Gamma t}$.

The undriven oscillator shows the width directly. From (2), $|X_2|^2=\kappa^2|X_1|^2/(\omega^2-\omega_2^2)^2$, and near the line $\omega^2-\omega_2^2\approx\omega_2\Gamma(q+\varepsilon)$. The factor $(q+\varepsilon)^2$ cancels. With $\kappa^2|X_1^0|^2=f^2\kappa^2/|D_2|^2=f^2\Gamma/\gamma$,

$$|X_2|^2\approx\frac{f^2}{\gamma\Gamma\omega_2^2}\,\frac1{1+\varepsilon^2}.$$

This is a Lorentzian of full width $\Gamma$ at half maximum, with no zero. At $\varepsilon=-q$ it gives $f^2/[\gamma\Gamma\omega_2^2(1+q^2)]=f^2/\kappa^2$, in agreement with part (a).

**Conditions.** Over an offset $\delta=\omega-\omega_2$, $D$ changes by about $-(2\omega_2+i\gamma)\delta$. For $\gamma\ll2\omega_2$ this is small compared with $|D_2|=\gamma\omega_2\sqrt{1+q^2}$ if

$$|\delta|\ll\frac\gamma2\sqrt{1+q^2}.$$

We also need $|\delta|\ll\omega_2$. The centre and the half-width of the line satisfy the first condition when $\Gamma\ll\gamma$, which by (6) means $\kappa\ll|D_2|$. This makes the width accurate to relative order $\Gamma/\gamma$ (and $|q|\Gamma/\omega_2$ from the second condition). The same holds for the offset $q\Gamma/2$ unless $|q|$ is small; the offset is then itself a small part of the width, and its error is negligible on the scale of the line. The centre lies $|q|$ half-widths from $\omega_2$, so these relative errors displace the line by about $|q|\Gamma/\gamma$ and $q^2\Gamma/\omega_2$ half-widths. For $\gamma\ll2\omega_2$, weak coupling therefore means $\Gamma\ll\gamma$ for $|q|\lesssim1$, and the stronger $|q|\Gamma\ll\gamma$, $q^2\Gamma\ll\omega_2$ for $|q|\gg1$. If $\gamma$ is large compared with $\omega_2$, then $\Gamma\ll\gamma$ is not enough and $\Gamma\ll\omega_2$ must be required as well.

The same quantities show where the tempting solution breaks down. Near $\omega_2$, $|r|\approx\kappa^2/(2\omega_2|D_2||\delta|)$. Substituting $\kappa^2=\Gamma|D_2|^2/\gamma$ gives $|r|\approx\Gamma\sqrt{1+q^2}/(2|\delta|)$. It reaches 1 at $|\delta|=(\Gamma/2)\sqrt{1+q^2}$, so the expansion fails in the region of the line itself, however weak the coupling.

### (c) The maximum

Differentiate the profile $F=(q+\varepsilon)^2/(1+\varepsilon^2)$:

$$F'=\frac{2(q+\varepsilon)(1+\varepsilon^2)-2\varepsilon(q+\varepsilon)^2}{(1+\varepsilon^2)^2}=\frac{2(q+\varepsilon)(1-q\varepsilon)}{(1+\varepsilon^2)^2}.$$

The root $\varepsilon=-q$ is the zero. For $q\ne0$ the root $\varepsilon=1/q$ is the maximum of the profile, with

$$F_{\max}=\frac{(q+1/q)^2}{1+1/q^2}=1+q^2,\qquad \omega-\omega_2=\frac\Gamma2\left(q+\frac1q\right). \tag{8}$$

For small $|q|$ this maximum lies many half-widths from the zero, where $D$ may no longer be close to $D_2$. The position in (8) therefore requires $\Gamma(1+q^2)\ll q^2\gamma$, which is the same as $\kappa\ll|\omega_2^2-\omega_1^2|$. When the offset is also small compared with $\omega_2$, this is enough to place the maximum of the absorbed power, treated below. For $|X_1|^2$ itself it is not always enough: at very small $|q|$ the maximum rises above the background by only the fraction $q^2$, and the slope of the background can shift or remove it.

Multiplied by the background $f^2/|D_2|^2$, the height in (8) gives $|X_1|^2=f^2/(\gamma\omega_2)^2$. That is the response of an uncoupled oscillator driven at its own resonance, if the resonance were at $\omega_2$.

The absorbed power explains this without the approximation. In the steady state the drive supplies what friction removes, $P=\tfrac12\gamma\omega^2|X_1|^2$. For $\omega\ne\omega_2$, (4) can be written $X_1=f/(R-i\gamma\omega)$ with $R=\omega_1^2-\omega^2-\kappa^2/(\omega_2^2-\omega^2)$. Hence

$$P=\frac{f^2}{2\gamma}\,\frac{\gamma^2\omega^2}{R^2+\gamma^2\omega^2}\le\frac{f^2}{2\gamma}.$$

Equality holds when $R=0$, that is, $(\omega_1^2-\omega^2)(\omega_2^2-\omega^2)=\kappa^2$. These are the normal-mode frequencies of the coupled pair without damping. The bound also rules out the divergence of the tempting solution.

For $\kappa\ll|\omega_2^2-\omega_1^2|$ the mode near $\omega_2$ has $\omega^2-\omega_2^2\approx\kappa^2/(\omega_2^2-\omega_1^2)$. If the resulting shift is small compared with $\omega_2$,

$$\omega-\omega_2\approx\frac{\kappa^2}{2\omega_2(\omega_2^2-\omega_1^2)}.$$

Inserting $\Gamma(1+q^2)=\kappa^2/(\gamma\omega_2^2)$ and the definition of $q$ in (8) gives the same offset. The zero marks the uncoupled narrow frequency; the power peak marks the mode after coupling has pushed it away from $\omega_1$. Under this condition on $\kappa$, the power peak of the mode near $\omega_2$ lies above the zero for $\omega_2>\omega_1$ ($q>0$) and below it for $\omega_2<\omega_1$ ($q<0$).

**Equal frequencies, $q=0$.** The profile is $\varepsilon^2/(1+\varepsilon^2)$, a symmetric dip to zero of full width $\Gamma$ at half depth. The power maxima are at $\omega^2=\omega_1^2\pm\kappa$, about $\kappa/(2\omega_1)$ away. With $\Gamma=\kappa^2/(\gamma\omega_1^2)$ this distance is $\tfrac12\sqrt{\gamma\Gamma}$, many widths from the dip when $\Gamma\ll\gamma$. They are the flat shoulders of the dip.

**Distant frequencies, $|q|\gg1$.** For $|\varepsilon|\ll|q|$ the profile is close to $q^2/(1+\varepsilon^2)$, an almost symmetric peak. The zero is still present, $|q|$ half-widths from the centre, on a background lower than the peak by the factor $1+q^2$.

### (d) Numbers

In eV, with $\hbar$ understood,

$$q=\frac{5.6^2-5.0^2}{1.0\times5.6}=\frac{6.36}{5.6}=1.136,$$
$$|D_2|^2=6.36^2+5.6^2=71.81\ \text{eV}^4,\qquad \Gamma=\frac{1.0}{71.81}=0.01393\ \text{eV}.$$

In atomic units $\Gamma=5.12\times10^{-4}$ hartree. The ratio $\Gamma/\gamma=0.014$ is small, as required. The centre lies $q\Gamma/2=0.0079$ eV above the zero at 5.6 eV. The tempting expansion has $|r|=1$ at an offset of $0.00696\times1.513=0.0105$ eV.

Equation (8) puts the peak 0.0140 eV above the zero. The normal-mode condition, which needs no approximation, gives 0.0137 eV, and a numerical search for the largest absorbed power just above $\omega_2$ finds the same value. The maximum of $|X_1|^2$ itself lies only 0.00002 eV lower, so it too is 0.0137 eV above the zero. This peak is a local one: the lower normal mode, at 4.985 eV, reaches the same power, and there $|X_1|=f/(\gamma\omega)$ is larger because $\omega$ is smaller.

For displacements, restoring the mass multiplies $f$ by $\hbar^2/m=7.62$ eV Å², so the force enters as $0.01\times7.62=0.0762$ eV² Å:

- uncoupled oscillator 1 at $\omega_2$: $0.0762/\sqrt{71.81}=0.0090$ Å;
- oscillator 1 at the power maximum: $0.0762/(1.0\times5.614)=0.0136$ Å;
- oscillator 2 at the zero: $0.0762/1.0=0.0762$ Å.

Where the driven oscillator is at rest, the undriven one moves with an amplitude about eight times the uncoupled response. Its own maximum lies at $\omega_r$, where the Lorentzian gives about $0.0762\times1.513=0.115$ Å; the direct solution of (1) and (2) gives 0.116 Å.

The next table compares $|X_1|^2/|X_1^0(\omega_2)|^2$ from a direct solution of (1) and (2) with the profile (7).

| $\varepsilon$ | $\omega-\omega_2$ (eV) | direct | profile |
|---|---|---|---|
| −3 | −0.0130 | 0.354 | 0.348 |
| −1.136 | 0 | 0 | 0 |
| 0 | 0.0079 | 1.310 | 1.290 |
| 0.881 | 0.0140 | 2.276 | 2.290 |
| 3 | 0.0288 | 1.611 | 1.710 |

Identity (5) accounts for the differences. At $\varepsilon=3$, $|D|^2$ has risen from 71.81 to 76.35 eV⁴, which lowers the background by 6%, while the Fano factor hardly changes (1.713 instead of 1.710). At $\varepsilon=0$ the background is 1.7% lower, but $Q$ has grown to 1.150 and $E$ is 0.004 instead of 0, so the factor rises to $1.154^2=1.332$; the product is 1.310.

Over $|\varepsilon|\le5$ the largest error of the profile is 0.130, in units of the background $|X_1^0(\omega_2)|^2$. Halving $\kappa$ reduces it to 0.033, and halving again to 0.008. At fixed $\varepsilon$ the offsets scale with $\Gamma\propto\kappa^2$, and the error of freezing $D$ is of first order in the offset, hence the factor of about four.

The complex frequency of the narrow mode, found numerically as a root of $D(\omega_2^2-\omega^2)=\kappa^2$, corresponds to a width of 0.01365 eV, 2% below $\Gamma$. The full width of $|X_2|^2$ read from its computed curve is also 0.01365 eV. The difference is of the relative order $\Gamma/\gamma=0.014$ expected from freezing $D$ at $\omega_2$.

## When the zero is not seen

**Too short a drive.** The cancelling motion of oscillator 2 has to build up first. Start both oscillators from rest, drive at $\omega_2$, propagate the equations of motion numerically, and extract the component of $x_1$ at the driving frequency over one cycle. After 10 cycles its amplitude is 0.0082 Å, close to the uncoupled 0.0090 Å. After 200 cycles it is 0.0019 Å, and after 400 cycles 0.0004 Å. The last two give a decay rate of 0.0068 eV$/\hbar$, compared with $\Gamma/2=0.0070$ eV$/\hbar$. The transient decays at the rate $\Gamma/2$ and also turns in phase at about $|q|\Gamma/2$. Oscillator 1 therefore responds in amplitude and phase almost as if it were alone while the drive has lasted much less than $1/(\Gamma\sqrt{1+q^2})$.

**Friction in oscillator 2.** Add $\gamma_2\dot x_2$ to the second equation of motion. At $\omega_2$, (2) becomes $-i\gamma_2\omega_2X_2+\kappa X_1=0$, so $X_2=-i\kappa X_1/(\gamma_2\omega_2)$. Insert this in (1), divide by $D_2$ and use $\kappa^2/D_2=\omega_2\Gamma(-q+i)$:

$$\frac{X_1^0}{X_1}=1-\frac{i\Gamma(-q+i)}{\gamma_2}=\frac{\gamma_2+\Gamma+iq\Gamma}{\gamma_2},$$
$$\left|\frac{X_1}{X_1^0}\right|^2=\frac{\gamma_2^2}{(\gamma_2+\Gamma)^2+q^2\Gamma^2}\qquad(\omega=\omega_2).$$

For $\hbar\gamma_2=0.002$ eV this is $0.002^2/(0.01593^2+0.01582^2)=0.0079$. The squared amplitude at $\omega_2$ is then below 1% of the background (about 9% in amplitude), but no longer zero. For $\gamma_2\gg\Gamma\sqrt{1+q^2}$ the ratio tends to 1: oscillator 2 can no longer build up the amplitude $f/\kappa$ needed to cancel the drive, and the structure fades into the broad line.
